The 15B interval between the triplet terms of d²

A tin atom that has lost twelve electrons keeps 38: the closed shells of krypton and two electrons in 4d. Such ions occur in the hot plasma that serves as a light source for lithography near 13.5 nm. When an excited ion radiates and returns to 4d², the photon energy depends on how the two remaining electrons share the shell. Even with parallel spins they can be arranged in two ways, with total orbital angular momentum L = 3 or L = 1, and these differ in electrostatic repulsion. How large is the difference, and what does it do to the spectrum?

**Assumptions and conventions**

The result concerns the following model.

(a) Two electrons occupy one d shell outside closed shells. A single configuration is kept.

(b) Both electrons have the same radial function P(r)/r, with ∫P² dr = 1, and this function is the same in all terms.

(c) Spin-orbit coupling is absent. It is restored in the proposition below.

Formulas are in Hartree atomic units, where the repulsion is 1/r₁₂; example energies are in eV. An orbital is labelled by m = 2, 1, 0, −1, −2, and |m₁,m₂| denotes the normalized determinant with both spins up. The Slater integrals are

F^k = ∫∫ P(r₁)² P(r₂)² r_<^k / r_>^(k+1) dr₁ dr₂,

where r_< and r_> are the smaller and larger radius. The superscripts in F⁰, F², F⁴ are labels, not powers. Scaled integrals and the Racah parameter B are

F₂ = F²/49,  F₄ = F⁴/441,  B = F₂ − 5F₄.

**Theorem**

Under (a) to (c), the triplet terms of d² are one ³F and one ³P. Their repulsion energies are

E(³F) = F⁰ − 8F₂ − 9F₄,
E(³P) = F⁰ + 7F₂ − 84F₄,

so that

E(³P) − E(³F) = 15B.

Moreover B > 0, so ³F lies lower.

The kinetic energy, the nuclear attraction and the interaction with closed shells do not enter the difference. A filled shell is unchanged by rotations of space and of spin. The mean field it exerts, exchange included, therefore gives every orbital of the d shell the same energy. Two d electrons receive twice that energy in either term.

**Lemma 1: the triplet states**

Two spins up give M_S = 1, which for two electrons requires S = 1. The Pauli principle demands m₁ ≠ m₂, which leaves ten determinants. Sorted by M_L = m₁ + m₂, those with M_L ≥ 0 are

M_L = 3: |2,1|
M_L = 2: |2,0|
M_L = 1: |2,−1|, |1,0|
M_L = 0: |2,−2|, |1,−1|

and negative M_L mirrors positive M_L. The largest value, 3, requires a term with L = 3, which uses one state at each M_L from 3 to −3. One state remains at each of M_L = 1, 0, −1, and these form L = 1. The count 7 + 3 = 10 is complete. ∎

**Lemma 2: the energy of a determinant**

Write the spatial part as [φ₁(1)φ₂(2) − φ₂(1)φ₁(2)]/√2. The expectation value of 1/r₁₂ contains two equal direct terms J and two equal exchange terms −K, multiplied by 1/2. It is therefore J − K.

To evaluate J and K, expand

1/r₁₂ = Σ_k (r_<^k/r_>^(k+1)) (4π/(2k+1)) Σ_q Y*_kq(1) Y_kq(2),

and define

c_k(m,m') = √(4π/(2k+1)) ∫ Y*_2m Y_k,m−m' Y_2m' dΩ.

In J each electron stays in its orbital, so the azimuthal integral leaves q = 0. In K the integral for electron 2 is the complex conjugate of that for electron 1, and the product is a square. Hence

J = Σ_k c_k(m₁,m₁) c_k(m₂,m₂) F^k,
K = Σ_k c_k(m₁,m₂)² F^k.

A product of two d harmonics is even under inversion and contains no harmonic above degree 4, so k = 0, 2, 4. For k = 0 the integral is 1 when m = m' and 0 otherwise. Thus F⁰ enters J with coefficient 1, is absent from K, and is common to all ten determinants. ∎

**Lemma 3: the angular integrals**

Put x = cos θ and write Y_lm = Θ_lm(x) e^(imφ)/√(2π). For d orbitals the densities Θ² on −1 ≤ x ≤ 1 are

|m| = 2: (15/16)(1 − x²)²
|m| = 1: (15/4) x²(1 − x²)
m = 0: (5/8)(3x² − 1)².

Integrating powers of x gives the averages

⟨x²⟩ = 1/7, 3/7, 11/21 and ⟨x⁴⟩ = 1/21, 5/21, 3/7

for |m| = 2, 1, 0 in that order. Since c_k(m,m) is the average of the Legendre polynomial P_k(x), the forms P₂ = (3x² − 1)/2 and P₄ = (35x⁴ − 30x² + 3)/8 give

c₂(m,m) = −2/7, 1/7, 2/7,
c₄(m,m) = 1/21, −4/21, 6/21.

For the exchange terms, the azimuthal integration leaves

c_k(m,m') = √(2/(2k+1)) ∫ Θ_k,m−m' Θ_2m Θ_2m' dx.

Only squares are needed, so overall signs of the Θ may be dropped. The further functions required are, with s = √(1 − x²),

Θ₄₁ = √(45/32) s x(7x² − 3),  Θ₄₃ = √(315/32) s³x.

Their prefactors follow from ∫s²x²(7x² − 3)² dx = 32/45 and ∫s⁶x² dx = 32/315.

For the pair (2,1) and k = 2, the integral is the average of √(15/16)(1 − x²) over the |m| = 1 density:

c₂(2,1)² = (2/5)(15/16)(1 − 3/7)² = 6/49.

For k = 4 the polynomial integral is

∫x²(7x² − 3)(1 − x²)² dx = (16/15)(7/21 − 3/7) = −32/315,

and therefore

c₄(2,1)² = (2/9)(45/32)(15/16)(15/4)(32/315)² = 5/441.

For the pair (1,0) and k = 2, average √(5/8)(3x² − 1) over the |m| = 1 density:

c₂(1,0)² = (2/5)(5/8)(9/7 − 1)² = 1/49.

For k = 4,

∫x²(1 − x²)(7x² − 3)(3x² − 1) dx = (4/15)⟨21x⁴ − 16x² + 3⟩ = (4/15)(5 − 48/7 + 3) = 32/105,

c₄(1,0)² = (2/9)(45/32)(15/4)(5/8)(32/105)² = 30/441.

For the pair (2,−1) the difference m − m' is 3. No harmonic of degree 2 carries it, so c₂(2,−1) = 0. With Θ₄₃ the polynomial integral is again 32/315, and

c₄(2,−1)² = (2/9)(315/32)(15/16)(15/4)(32/315)² = 35/441. ∎

**Proof of the theorem**

Insert these values into J − K. The products of diagonal integrals have denominators 49 and 441, which F₂ and F₄ absorb:

|2,1|: F⁰ + (−2 − 6)F₂ + (−4 − 5)F₄ = F⁰ − 8F₂ − 9F₄
|2,−1|: F⁰ + (−2 − 0)F₂ + (−4 − 35)F₄ = F⁰ − 2F₂ − 39F₄
|1,0|: F⁰ + (2 − 1)F₂ + (−24 − 30)F₄ = F⁰ + F₂ − 54F₄

By Lemma 1 the first determinant is itself a ³F state, so its energy is E(³F). The other two span one state of ³F and one of ³P. The repulsion commutes with rotations, so a term has the same energy at every M_L, and the 2 × 2 repulsion matrix has eigenvalues E(³F) and E(³P). Its trace is the sum of its diagonal elements:

E(³F) + E(³P) = 2F⁰ − F₂ − 93F₄.

Subtracting E(³F) gives

E(³P) = F⁰ + 7F₂ − 84F₄,

and a second subtraction gives

E(³P) − E(³F) = 15F₂ − 75F₄ = 15(F₂ − 5F₄) = 15B.

For the sign, use r_<⁴/r_>⁵ = (r_</r_>)² r_<²/r_>³. The factor in brackets is below 1 except where r₁ = r₂, so F⁴ < F² for any ordinary radial function. Then

B − 4F₄ = F₂ − 9F₄ = 9(F² − F⁴)/441 > 0,

and B > 4F₄ > 0. ∎

**Remark 1: what each determinant contains**

The states at M_L = 1 can be found explicitly. Apply the lowering operator L₋ twice to |2,1|, using l₋|m⟩ = √(6 − m(m − 1)) |m − 1⟩. The first step gives √6 |2,0|, because lowering the 2 would place both electrons in m = 1. The second, applied to |2,0|, gives 2|1,0| + √6 |2,−1|. After normalization, and with its orthogonal partner,

³F: √(2/5) |1,0| + √(3/5) |2,−1|
³P: √(3/5) |1,0| − √(2/5) |2,−1|.

Thus |2,−1| is two fifths ³P, and |1,0| is three fifths ³P. Their mean energies must lie (2/5)(15B) = 6B and (3/5)(15B) = 9B above ³F. The list in the proof agrees: the differences from the first line are 6F₂ − 30F₄ and 9F₂ − 45F₄. Each determinant separately therefore confirms the interval.

**Remark 2: the meaning of B and its limits**

The integral F⁰ describes repulsion between spherically averaged charges and cancels from the interval. What separates the terms is the angular structure of the pair, measured by F² and F⁴. With A = F⁰ − 49F₄ the energies become A − 8B and A + 7B.

Since 0 < F⁴ < F², the interval has bounds on both sides:

(60/441) F² < 15B < (15/49) F².

The upper bound is never approached. In the variable x = ln r the kernel of F^k is (r₁r₂)^(−1/2) e^(−(k+1/2)|x₁−x₂|), and the Fourier transform of the exponential for k = 4 is at least 5/9 of that for k = 2. Hence F⁴ > (5/9)F² and in fact 15B < 0.212 F², a value neared by very diffuse shells. The lower bound is approached when the charge is squeezed into a thin shell of radius R. Then r_< and r_> both tend to R, all F^k tend to 1/R, and 15B tends to 60/(441R). A smaller shell gives a larger splitting. More generally, shrinking any radial function by a factor λ without changing its shape multiplies every F^k, and hence 15B, by λ.

The theorem does not rest on a particular shape. As a test, the repulsion integrals of three Gaussian d shells were calculated without a multipole expansion: a single Gaussian, a sum of two, and a combination with a radial node. Their ratios F⁴/F² were 0.692, 0.632 and 0.686. In each case the ten triplet states split into seven and three, at the energies of the theorem, with an interval of 15.000000 B.

**Proposition: an interval that survives spin-orbit coupling**

Add ζ Σ l·s, summed over the two electrons, with one constant ζ for the shell, and keep (a) and (b). Then for every ζ

E(³P₁) − E(³F₃) = 15B.

Proof. First consider which levels can mix. Spin-orbit coupling conserves the total angular momentum J. Two d electrons combine to L = 0, 1, 2, 3, 4. Lemma 1 assigns L = 1 and 3 to the triplets, which leaves L = 0, 2, 4 for the singlets, with J = L. The term ³F has J = 2, 3, 4, and ³P has J = 0, 1, 2. Hence J = 3 and J = 1 each occur once, and these levels have no partner to mix with.

It remains to find their shifts. Within one term, ζ Σ l·s is proportional to L·S, because it is a scalar product of an orbital vector and a spin vector. The constant follows from the state with M_L = L and M_S = 1. Both spins are up, so the spin-flip parts have no expectation value, and the rest gives ζ Σ m/2 = ζL/2. In the same state L·S has the value L. The operator is therefore (ζ/2) L·S, and a triplet level shifts by

(ζ/4)[J(J + 1) − L(L + 1) − 2].

For J = L this is −ζ/2. Both ³F₃ and ³P₁ have J = L, so they move together. ∎

**Example: a 4d² ion in a source plasma**

Take hydrogenic n = 4 orbitals with effective charge 24, and ζ = 0.6 eV. These are rough parameters in the regime of Sn¹²⁺, not a calculation of that ion. The Slater integrals are

F⁰ = 27.869 eV,  F² = 14.089 eV,  F⁴ = 9.652 eV.

Hence F₂ = 14.089/49 = 0.2875 eV and F₄ = 9.652/441 = 0.0219 eV, so that

B = 0.2875 − 5 × 0.0219 = 0.178 eV,
15B = 2.67 eV, or about 21,500 cm⁻¹.

The two terms lie at 25.37 eV and 28.04 eV of repulsion energy. Both lie within about a tenth of the common F⁰, and the interval is also about a tenth of it. A determinant calculation that includes the filled 4s and 4p shells gives the same interval, 2.6714 eV, as the cancellation argument requires.

Now let one upper level emit to both terms. A ³D level of odd parity can do so by electric dipole radiation, since L changes by one in either case. Hold that level fixed and place the line to ³F at 13.5 nm, or 91.84 eV. The line to ³P has less energy:

91.84 − 2.67 = 89.17 eV, which is 13.90 nm.

The separation is 0.40 nm. A band whose full width is 2% of 13.5 nm covers 0.27 nm, so it cannot hold both lines, wherever it is centred. By the proposition, the same energy difference of 2.67 eV separates the lines from a J = 2 upper level to ³F₃ and ³P₁, even with spin-orbit coupling in the lower configuration.

**What the model leaves out**

*Spin-orbit coupling.* For this ion it is not a small correction to the general picture. Measured from the uncoupled ³F term, the levels that are mainly ³F lie at −1.43 eV (J = 2), −0.30 eV (J = 3) and 0.78 eV (J = 4). Their spread of 2.21 eV is comparable with 15B. The level that is mainly ³P with J = 0 lies at 1.78 eV, and ³P₁ lies at 2.37 eV. The interval ³P₁ − ³F₃ is 2.37 + 0.30 = 2.67 eV, as proved. By contrast, the distance from the lowest J = 2 level to the J = 0 level is 3.22 eV, about 20% above 15B.

The remaining ³P character with J = 2 is shared mainly between two levels. One, at 1.95 eV, is 40% ³P and 55% singlet; the other, at 3.67 eV, is 60% ³P and 39% singlet. Neither is a clean ³P₂ level, and an interval taken from either would not measure 15B.

*Configuration mixing.* The repulsion also couples 4s²4p⁶4d² to other arrangements of the same ten electrons among 4s, 4p, 4d and 4f. Second-order perturbation theory lowers a term by the sum of squared couplings divided by energy gaps. As a rough gap rule, let each unit of increase in the summed orbital quantum numbers l cost one 13.5 nm photon, 91.84 eV. This overstates the gaps: in a nonrelativistic self-consistent local-exchange potential for Sn¹²⁺ the orbital-energy steps are about 39 eV (4s to 4p), 67 eV (4p to 4d) and 75 eV (4d to 4f). Four configurations then carry the change of the interval, the others contributing less than 0.001 eV each:

4s²4p⁵4d²4f: +0.114 eV
4s²4p⁴4d⁴: −0.114 eV
4s²4p⁶4f²: −0.089 eV
4s4p⁶4d³: −0.080 eV.

The sum over all configurations reached is −0.17 eV, or −6% of 15B. The first two contributions nearly cancel under this gap rule, and different gaps would disturb the cancellation. The four magnitudes add to about 0.40 eV, or 15% of 15B, and the small net value is not an error bound. It depends strongly on the inputs: self-consistent local-exchange orbitals of Sn¹²⁺ give nearly the same 15B (2.72 eV), but a net change of about −13% with the same gap rule and about −19% with orbital-energy gaps. Even a 20% reduction of the interval leaves the two lines 0.32 nm apart, more than the 0.27 nm band. Mixing with other shells is not included.

*Temperature.* At a rough plasma temperature of kT = 30 eV, the Boltzmann factor for 15B is 0.91. If the two terms were in thermal equilibrium, the population ratio ³P to ³F would be (9/21) × 0.91 = 0.39, where 9 and 21 count their states. The splitting hardly alters the statistical ratio 9/21 = 0.43, so neither term would be rare beside the other.

**The model beside a real source**

A tin plasma contains several charge states, and its emission near 13.5 nm consists of very many close lines. The two lines of the example should therefore not be expected as an isolated pair. They show how much the repulsion difference between ³F and ³P alone separates two lines from one upper level. The common effective charge is a crude input. At fixed orbital shape 15B is proportional to it, so a 10% change moves the interval by 0.27 eV. Assumption (c) is clearly broken in such an ion: in the example, the other intervals from the three mainly ³F levels to the mainly ³P levels with J = 0 and J = 1 differ from 15B by about 0.5 to 1.7 eV, whereas ³P₁ − ³F₃ is unaffected by spin-orbit coupling of the form used in the proposition. Other relativistic interactions, such as that between the two spins, can still change it.

The theorem itself fails when its premises do. Two d electrons in different shells are no longer barred from triplets with even L, so the count in Lemma 1 changes. A crystal field removes the spherical symmetry on which L depends. Radial functions that differ between terms leave no single B. The numerical output below gives the remaining level weights and intermediate values.

Numbers as computed

```
Angular integrals, m = 2, 1, 0:
  7 c2(m,m): [-2, 1, 2]   21 c4(m,m): [1, -4, 6]
Coefficients of (F2/49, F4/441) for spin-up determinants:
  |2,1|  J: [-2 -4]  K: [6 5]  J-K: [-8 -9]
  |2,-1|  J: [-2 -4]  K: [ 0 35]  J-K: [ -2 -39]
  |1,0|  J: [  2 -24]  K: [ 1 30]  J-K: [  1 -54]
  3F: [-8 -9]  3P: [  7 -84]  3P-3F: [ 15 -75]
Gaussian d shells, repulsion integrals without multipoles:
  one Gaussian: F4/F2 = 0.6923, (E3P-E3F)/B = 15.000000
  two Gaussians: F4/F2 = 0.6317, (E3P-E3F)/B = 15.000000
  with a node: F4/F2 = 0.6860, (E3P-E3F)/B = 15.000000
Inputs: Z = 24, zeta = 0.60 eV, wavelength = 13.5 nm, kT = 30 eV
F0 = 27.869 eV, F2 = 14.089 eV, F4 = 9.652 eV
F2/49 = 0.28753 eV, F4/441 = 0.02189 eV
B = 0.17809 eV, C = 0.76607 eV, C/B = 4.302
E(3F) = 25.3714 eV, E(3P) = 28.0428 eV
15B = 2.6714 eV = 21546 cm^-1
Levels with spin-orbit coupling, energy from the 3F term:
  J = 2:  -1.4344 eV; weights 3F 0.938, 3P 0.002, singlets 0.060
  J = 3:  -0.3000 eV; weights 3F 1.000, 3P -0.000, singlets 0.000
  J = 4:   0.7756 eV; weights 3F 0.959, 3P 0.000, singlets 0.041
  J = 0:   1.7833 eV; weights 3F 0.000, 3P 0.963, singlets 0.037
  J = 2:   1.9537 eV; weights 3F 0.048, 3P 0.402, singlets 0.550
  J = 1:   2.3714 eV; weights 3F 0.000, 3P 1.000, singlets 0.000
  J = 2:   3.6747 eV; weights 3F 0.014, 3P 0.596, singlets 0.390
  J = 4:   3.7936 eV; weights 3F 0.041, 3P -0.000, singlets 0.959
  J = 0:   9.5686 eV; weights 3F -0.000, 3P 0.037, singlets 0.963
E(3P1)-E(3F3) = 2.6714 eV; common shift = -0.3000 eV
Interval with filled 4s and 4p included: 2.6714 eV
Second-order mixing, gap 91.84 eV per unit of l:
  4s2 4p5 4d2 4f1: change of E(3P)-E(3F) = +0.1144 eV
  4s2 4p4 4d4: change of E(3P)-E(3F) = -0.1142 eV
  4s2 4p6 4f2: change of E(3P)-E(3F) = -0.0888 eV
  4s1 4p6 4d3: change of E(3P)-E(3F) = -0.0804 eV
  all configurations: -0.1689 eV = -6.3 % of 15B
  sum of squared first-order amplitudes: 3F 0.0144, 3P 0.0153
Line to 3F: 13.500 nm (91.840 eV); same upper level to 3P: 13.904 nm
Line separation = 0.404 nm; full 2% band = 0.270 nm
Boltzmann factor exp(-15B/kT) = 0.9148; population 3P/3F = 0.3921
```
